# Complex wave number in the gap of an alternating chain: a numerical check

```python
"""Complex band in the gap of a chain with alternating site energies.

Result under test: for |E| < D the Bloch wave number is k = pi/a +- i*kappa,
    cosh(kappa*a) = 1 + (D^2 - E^2) / (2 t^2),
so that cosh(kappa*a) = 1 + D^2/(2 t^2) at midgap, E = 0.

Symbols: D  site energy, +D on A sites and -D on B sites (eV)
         t  hopping element between neighbouring sites (eV)
         a  length of the two-site cell (nm)
         E  energy (eV);  kappa  decay constant of the amplitude (1/nm)
"""
import numpy as np


def kappa_a_formula(E, D, t):
    """Derived result for kappa*a inside the gap."""
    return np.arccosh(1 + (D**2 - E**2) / (2 * t**2))


def cell_multipliers(E, D, t):
    """Bloch factors of one cell from the product of site transfer matrices."""
    def site(energy):
        return np.array([[(E - energy) / t, -1.0], [1.0, 0.0]])
    return np.linalg.eigvals(site(-D) @ site(D))


def hamiltonian(cells, D, t, ring=False):
    """Site-basis Hamiltonian, sites ordered A, B, A, B, ..."""
    H = np.diag(np.tile([D, -D], cells)).astype(float)
    i = np.arange(2 * cells - 1)
    H[i, i + 1] = H[i + 1, i] = t
    if ring:
        H[0, -1] = H[-1, 0] = t
    return H


def driven_chain(E, D, t, cells=200):
    """Amplitudes of a long open chain driven at its first site."""
    source = np.zeros(2 * cells)
    source[0] = 1.0
    c = np.linalg.solve(E * np.eye(2 * cells) - hamiltonian(cells, D, t),
                        source)
    return c / c[0]


t, D, a = 1.0, 0.5, 0.5
parameter_sets = [(D, t), (0.3, -1.3), (3.0, 0.7)]
fractions = [0.0, 0.25, 0.5, 0.75, 0.9]

for D_i, t_i in parameter_sets:
    # Real bands and gap edges from diagonalization of a ring
    cells = 40
    levels = np.linalg.eigvalsh(hamiltonian(cells, D_i, t_i, ring=True))
    ka = 2 * np.pi * np.arange(cells) / cells
    band = np.sqrt(D_i**2 + 4 * t_i**2 * np.cos(ka / 2)**2)
    assert np.allclose(levels, np.sort(np.r_[-band, band]), atol=1e-10)
    assert abs(np.min(np.abs(levels)) - D_i) < 1e-10

    # Decay constant at both signs of the energy, by two independent roads
    for f in fractions + [-0.6]:
        E = f * D_i
        expected = kappa_a_formula(E, D_i, t_i)
        lam = cell_multipliers(E, D_i, t_i)
        assert np.all(np.abs(np.imag(lam)) < 1e-12)
        assert np.all(np.real(lam) < 0)
        assert abs(np.prod(lam) - 1) < 1e-9
        assert abs(np.log(np.max(np.abs(lam))) - expected) < 1e-9
        c = driven_chain(E, D_i, t_i)
        ratio = c[8] / c[6]
        assert ratio < 0
        assert abs(-np.log(-ratio) - expected) < 1e-8

    # The decay is fastest at midgap
    energies = np.linspace(-0.98, 0.98, 99) * D_i
    scan = [np.log(np.max(np.abs(cell_multipliers(E, D_i, t_i))))
            for E in energies]
    assert np.argmax(scan) == 49

    # Midgap: equal decay at every site, signs repeat after four sites
    c = driven_chain(0.0, D_i, t_i)[:6]
    per_site = np.exp(-kappa_a_formula(0.0, D_i, t_i) / 2)
    s = np.sign(t_i)
    pattern = np.array([1, s, -1, -s, 1, s]) * per_site**np.arange(6)
    assert np.allclose(c, pattern, rtol=1e-8, atol=0)

# Narrow gap: kappa*a tends to sqrt(D^2 - E^2)/|t|; the next term is
# smaller by a factor of order (D/t)^2/24, here about 4e-6
D_small = 0.01 * t
for f in (0.0, 0.5, 0.8):
    E = f * D_small
    exact = np.log(np.max(np.abs(cell_multipliers(E, D_small, t))))
    assert abs(exact / (np.sqrt(D_small**2 - E**2) / t) - 1) < 1e-5

# Worked example
ka_mid = kappa_a_formula(0.0, D, t)
kappa_mid = ka_mid / a
print(f"hopping t = {t:.2f} eV")
print(f"site energy D = {D:.2f} eV")
print(f"cell length a = {a:.2f} nm")
print(f"gap width 2D = {2 * D:.2f} eV")
print(f"midgap cosh(kappa a) = {1 + D**2 / (2 * t**2):.4f} (no unit)")
print(f"midgap sinh(kappa a/2) = {D / (2 * t):.4f} (no unit)")
print(f"midgap kappa a = {ka_mid:.4f} (no unit)")
print(f"midgap kappa = {kappa_mid:.4f} 1/nm = {kappa_mid * 1e9:.3e} 1/m")
print(f"midgap decay length 1/kappa = {1 / kappa_mid:.4f} nm")
print(f"narrow-gap estimate D/(t a) = {D / (t * a):.4f} 1/nm")
print(f"estimate / full kappa = {D / (t * a) / kappa_mid:.4f} (no unit)")
print(f"amplitude factor per site = {np.exp(-ka_mid / 2):.4f} (no unit)")
print(f"Bloch factor per cell = {-np.exp(-ka_mid):.4f} (no unit)")
print(f"probability factor per cell = {np.exp(-2 * ka_mid):.4f} (no unit)")
print(f"probability factor, 10 cells = {np.exp(-20 * ka_mid):.3e} (no unit)")
print("driven chain at midgap, amplitude relative to first site (no unit):")
for n, value in enumerate(driven_chain(0.0, D, t)[:6]):
    print(f"  cell {n // 2}, site {'AB'[n % 2]}: {value:+.4f}")
print("E (eV) | cosh(kappa a) | kappa a | kappa a, driven | kappa (1/nm)")
for f in fractions:
    E = f * D
    x = kappa_a_formula(E, D, t)
    c = driven_chain(E, D, t)
    measured = -np.log(-c[8] / c[6])
    print(f"{E:.3f} | {np.cosh(x):.5f} | {x:.4f} | {measured:.4f}"
          f" | {x / a:.4f}")
edge = kappa_a_formula(D, D, t)
print(f"band edge E = {D:.3f} eV: kappa = {edge / a:.4f} 1/nm")
print("OK")
```

Running it gives:

```
hopping t = 1.00 eV
site energy D = 0.50 eV
cell length a = 0.50 nm
gap width 2D = 1.00 eV
midgap cosh(kappa a) = 1.1250 (no unit)
midgap sinh(kappa a/2) = 0.2500 (no unit)
midgap kappa a = 0.4949 (no unit)
midgap kappa = 0.9899 1/nm = 9.899e+08 1/m
midgap decay length 1/kappa = 1.0102 nm
narrow-gap estimate D/(t a) = 1.0000 1/nm
estimate / full kappa = 1.0102 (no unit)
amplitude factor per site = 0.7808 (no unit)
Bloch factor per cell = -0.6096 (no unit)
probability factor per cell = 0.3716 (no unit)
probability factor, 10 cells = 5.024e-05 (no unit)
driven chain at midgap, amplitude relative to first site (no unit):
  cell 0, site A: +1.0000
  cell 0, site B: +0.7808
  cell 1, site A: -0.6096
  cell 1, site B: -0.4760
  cell 2, site A: +0.3716
  cell 2, site B: +0.2902
E (eV) | cosh(kappa a) | kappa a | kappa a, driven | kappa (1/nm)
0.000 | 1.12500 | 0.4949 | 0.4949 | 0.9899
0.125 | 1.11719 | 0.4795 | 0.4795 | 0.9590
0.250 | 1.09375 | 0.4297 | 0.4297 | 0.8594
0.375 | 1.05469 | 0.3292 | 0.3292 | 0.6585
0.450 | 1.02375 | 0.2175 | 0.2175 | 0.4350
band edge E = 0.500 eV: kappa = 0.0000 1/nm
OK
```
